# Why Soft Polar Phonons Raise Permittivity and Remote-Phonon Scattering: verification in Python

```python
"""
Result under test: softening a polar oxide phonon at fixed ionic plasma frequency
raises both the static permittivity and remote-phonon scattering, but the scattering
has a finite ceiling. Raising the permittivity by larger ionic charge can reduce it.

Hartree atomic units, temperature as an energy. Symbols:
  eps_s, eps_inf, eps_0 : semiconductor, oxide electronic, oxide static permittivity
  w_to, w_lo, w_so      : transverse, longitudinal, interface phonon frequency
  plasma               : ionic plasma frequency, eps_0 = eps_inf + (plasma/w_to)^2
  C                    : 1/(eps_s+eps_inf) - 1/(eps_s+eps_0)
  A|M|^2               : area times squared electron-phonon matrix element
                         = 2 pi w_so C exp(-2 q depth)/q
  rate                 : momentum-loss rate of a slightly displaced Maxwellian
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k1

eps_s, eps_inf = 12.0, 4.0
mass, temperature, depth = 0.2, 1.0e-3, 30.0
milli = 1.0e-3


def static_permittivity(w_to, plasma):
    return eps_inf + (plasma / w_to)**2


def coupling_constant(eps_0):
    return 1/(eps_s + eps_inf) - 1/(eps_s + eps_0)


def interface_frequency(w_to, plasma):
    return np.sqrt(w_to**2 + plasma**2/(eps_s + eps_inf))


def lattice_calculation(q, step, cells, oscillators, depth_cells):
    """Diagonalize ionic oscillators coupled through a discretized Poisson equation."""
    total = 2*cells
    left = np.eye(total, total + 1)
    right = np.eye(total, total + 1, k=1)
    lateral = (q*(left + right)/2)[:, 1:-1]
    normal = ((right - left)/step)[:, 1:-1]

    def green_function(oxide_permittivity):
        eps = np.r_[np.full(cells, eps_s), np.full(cells, oxide_permittivity)]
        stiffness = lateral.T @ (eps[:, None]*lateral)
        stiffness += normal.T @ (eps[:, None]*normal)
        return np.linalg.inv(stiffness*step/(4*np.pi))

    green = green_function(eps_inf)
    gradient = np.vstack([lateral[cells:], normal[cells:]])
    source = np.hstack([p/np.sqrt(4*np.pi)*np.sqrt(step)*gradient.T
                        for _, p in oscillators])
    bare = np.concatenate([np.full(2*cells, w**2) for w, _ in oscillators])
    dynamical = np.diag(bare) + source.T @ green @ source
    squared, vectors = np.linalg.eigh((dynamical + dynamical.T)/2)
    frequencies = np.sqrt(squared)
    node = cells - 1 - depth_cells
    potential = green[node] @ source @ vectors
    couplings = potential**2/(2*frequencies)
    eps_0 = eps_inf + sum((p/w)**2 for w, p in oscillators)
    static_change = green[node, node] - green_function(eps_0)[node, node]
    return frequencies, couplings, static_change


def derived_rate(w_so, c_value, z):
    x = w_so/(2*temperature)
    thermal_q = np.sqrt(8*mass*temperature)

    def integrand(p):
        q = p*thermal_q
        return p*np.exp(-2*q*z - p*p - 2*mass*temperature*x*x/q**2)

    integral = thermal_q**2*quad(integrand, 0, 10, epsabs=1e-12, epsrel=1e-10)[0]
    return (c_value*np.sqrt(np.pi/(2*mass*temperature))
            * x/np.sinh(x)*integral)


def golden_rule_rate(w_so, c_value, z):
    """Integrate absorption and emission over initial energy and scattering angle."""
    points, weights = np.polynomial.legendre.leggauss(180)
    s = 3.5*(points + 1)
    ds = 3.5*weights
    angles = 2*np.pi*(np.arange(1200) + 0.5)/1200
    occupation = 1/np.expm1(w_so/temperature)
    lower = temperature*s**2
    upper = lower + w_so
    result = 0.0
    for initial, final, number in ((lower, upper, occupation),
                                   (upper, lower, occupation + 1)):
        k_i = np.sqrt(2*mass*initial)[:, None]
        k_f = np.sqrt(2*mass*final)[:, None]
        cosine = np.cos(angles)[None, :]
        q = np.sqrt(k_i**2 + k_f**2 - 2*k_i*k_f*cosine)
        matrix_squared = 2*np.pi*w_so*c_value*np.exp(-2*q*z)/q
        momentum_loss = (k_i**2 - k_i*k_f*cosine)/(2*mass*temperature)
        angular = np.mean(matrix_squared*momentum_loss, axis=1)*2*np.pi
        energy_weight = 2*s*ds*np.exp(-initial/temperature)
        result += number*mass/(2*np.pi)*np.sum(energy_weight*angular)
    return result


# Lattice test of frequencies, coupling and static response.
test_q, test_step, test_cells = 0.05, 0.75, 320
central_to, central_plasma = 1*milli, 4*milli
central_eps = static_permittivity(central_to, central_plasma)
central_c = coupling_constant(central_eps)
central_so = interface_frequency(central_to, central_plasma)
for depth_cells in (20, 40):
    freq, coupling, static_change = lattice_calculation(
        test_q, test_step, test_cells, [(central_to, central_plasma)], depth_cells)
    active = np.flatnonzero(coupling > 1e-6*coupling.max())
    assert len(active) == 1
    lattice_so = freq[active[0]]
    lattice_m2 = coupling[active[0]]
    lattice_lo = freq.max()
    z_test = depth_cells*test_step
    formula_m2 = (2*np.pi*central_so*central_c
                  * np.exp(-2*test_q*z_test)/test_q)
    formula_static = 4*np.pi*central_c*np.exp(-2*test_q*z_test)/test_q
    # Tolerances cover the squared grid step and the finite simulation box.
    assert np.isclose(lattice_so, central_so, rtol=1e-4)
    assert np.isclose((lattice_lo/central_to)**2, central_eps/eps_inf, rtol=1e-6)
    assert np.isclose(lattice_m2, formula_m2, rtol=2e-3)
    assert np.isclose(static_change, formula_static, rtol=2e-3)
    lst = (lattice_lo/central_to)**2
    c_from_lst = eps_inf*(lst - 1)/((eps_s + eps_inf)*(eps_s + eps_inf*lst))
    c_from_lattice = lattice_m2*test_q*np.exp(2*test_q*z_test)/(2*np.pi*lattice_so)
    assert np.isclose(c_from_lst, c_from_lattice, rtol=2e-3)

# Two ionic oscillators: only the summed coupling is fixed by static permittivities.
two_oscillators = [(1*milli, 4*milli), (2*milli, 3*milli)]
two_step, two_cells, two_depth_cells = 1.5, 160, 20
freq2, coupling2, _ = lattice_calculation(
    test_q, two_step, two_cells, two_oscillators, two_depth_cells)
active2 = np.flatnonzero(coupling2 > 1e-6*coupling2.max())
assert len(active2) == 2
two_so = freq2[active2]
two_c = (coupling2[active2]*test_q
         * np.exp(2*test_q*two_step*two_depth_cells)/(2*np.pi*two_so))
two_eps = eps_inf + sum((p/w)**2 for w, p in two_oscillators)
two_product = np.prod(two_so**2)/np.prod([w**2 for w, _ in two_oscillators])
assert np.isclose(two_c.sum(), coupling_constant(two_eps), rtol=5e-3)
assert np.isclose(two_product, (two_eps + eps_s)/(eps_inf + eps_s), rtol=1e-3)

# Transport along two routes through the same static permittivities.
soft_route = [(w*milli, 4*milli) for w in (4, 2, 1, 0.5, 0.25)]
charge_route = [(1*milli, p*milli) for p in (1, 2, 4, 8, 16)]


def evaluate_route(route):
    rows = []
    for w_to, plasma in route:
        eps_0 = static_permittivity(w_to, plasma)
        c_value = coupling_constant(eps_0)
        w_so = interface_frequency(w_to, plasma)
        direct = golden_rule_rate(w_so, c_value, depth)
        assert np.isclose(direct, derived_rate(w_so, c_value, depth), rtol=1e-5)
        rows.append((w_to, plasma, eps_0, w_so, c_value, direct))
    return np.array(rows)


soft = evaluate_route(soft_route)
charge = evaluate_route(charge_route)
assert np.allclose(soft[:, 2], charge[:, 2])
assert np.all(np.diff(soft[:, 5]) > 0)
assert np.all(np.diff(soft[:, 5]/soft[:, 4]) > 0)
assert charge[-1, 5] < charge[2, 5]
assert charge[-1, 5] < soft[-1, 5]

x_central = central_so/(2*temperature)
contact_rate = (central_c*np.sqrt(8*np.pi*mass*temperature)
                * x_central**2*k1(x_central)/np.sinh(x_central))
assert np.isclose(contact_rate, golden_rule_rate(central_so, central_c, 0), rtol=1e-5)

ceiling_so = 4*milli/np.sqrt(eps_s + eps_inf)
ceiling_c = 1/(eps_s + eps_inf)
ceiling_rate = derived_rate(ceiling_so, ceiling_c, depth)
very_soft_to = 0.01*milli
very_soft_eps = static_permittivity(very_soft_to, 4*milli)
very_soft_rate = golden_rule_rate(interface_frequency(very_soft_to, 4*milli),
                                  coupling_constant(very_soft_eps), depth)
assert np.isclose(very_soft_rate, ceiling_rate, rtol=1e-3)
assert np.all(soft[:, 5] < ceiling_rate)

mobility_unit = const.e*const.value('Bohr radius')**2/const.hbar*1e4
time_unit = const.value('atomic unit of time')
hartree_joule = const.value('Hartree energy')


def mobility_cm2(rate):
    return mobility_unit/(mass*rate)


print(f"eps_s = {eps_s:.1f}; eps_inf = {eps_inf:.1f} (dimensionless)")
print(f"mass = {mass:.2f} electron masses; depth = {depth:.1f} bohr")
print(f"temperature = {temperature/milli:.3f} mHa")
print(f"temperature converted = {temperature*hartree_joule/const.k:.1f} K")
print(f"lattice test: q = {test_q:.3f} 1/bohr, depth = {z_test:.1f} bohr")
print(f"lattice w_LO = {lattice_lo/milli:.5f} mHa")
print(f"lattice w_SO = {lattice_so/milli:.5f} mHa")
print(f"formula w_SO = {central_so/milli:.5f} mHa")
print(f"LST ratio from lattice = {lst:.5f} (dimensionless)")
print(f"eps_0/eps_inf = {central_eps/eps_inf:.5f} (dimensionless)")
print(f"lattice A|M|^2 = {lattice_m2:.6e} Ha^2 bohr^2")
print(f"formula A|M|^2 = {formula_m2:.6e} Ha^2 bohr^2")
print("two-mode inputs w_TO = 1, 2 mHa; plasma = 4, 3 mHa")
print(f"two-mode eps_0 = {two_eps:.3f} (dimensionless)")
print(f"two-mode w_SO = {two_so[0]/milli:.4f}, {two_so[1]/milli:.4f} mHa")
print(f"two-mode C = {two_c[0]:.6f}, {two_c[1]:.6f} (dimensionless)")
print(f"two-mode C sum = {two_c.sum():.6f}; static formula = "
      f"{coupling_constant(two_eps):.6f}")
print(f"two-mode frequency product ratio = {two_product:.5f}; static formula = "
      f"{(two_eps + eps_s)/(eps_inf + eps_s):.5f}")
for name, rows in (("soft route", soft), ("charge route", charge)):
    print(name + ": w_TO, plasma, w_SO, w_SO*C, rate in mHa; eps_0, C dimensionless")
    for w_to, plasma, eps_0, w_so, c_value, rate in rows:
        print(f"w_TO={w_to/milli:.2f} plasma={plasma/milli:.1f} eps_0={eps_0:.1f} "
              f"w_SO={w_so/milli:.4f} C={c_value:.6f} "
              f"w_SO*C={w_so*c_value/milli:.5f} rate={rate/milli:.5f}")
    print(name + " mobilities in same order = "
          + ", ".join(f"{mobility_cm2(r):.1f}" for r in rows[:, 5]) + " cm^2/(V s)")
for start, end in ((0, 2), (2, 4), (0, 4)):
    eps_ratio = soft[end, 2]/soft[start, 2]
    c_ratio = soft[end, 4]/soft[start, 4]
    rate_ratio = soft[end, 5]/soft[start, 5]
    print(f"soft eps_0 {soft[start, 2]:.0f} to {soft[end, 2]:.0f}: "
          f"ratios eps_0={eps_ratio:.3f}, C={c_ratio:.3f}, "
          f"rate/C={rate_ratio/c_ratio:.3f}, rate={rate_ratio:.3f}")
print(f"soft/charge rate ratio at eps_0=260 = {soft[-1, 5]/charge[-1, 5]:.3f}")
print(f"central C / ceiling C = {central_c/ceiling_c:.4f} (dimensionless)")
print(f"ceiling w_SO = {ceiling_so/milli:.4f} mHa; ceiling C = {ceiling_c:.6f}")
print(f"ceiling rate = {ceiling_rate/milli:.5f} mHa")
print(f"ceiling rate converted = {ceiling_rate/time_unit*1e-12:.3f} 1/ps")
print(f"mobility at ceiling = {mobility_cm2(ceiling_rate):.1f} cm^2/(V s)")
print(f"central rate / ceiling rate = {soft[2, 5]/ceiling_rate:.4f}")
print(f"central rate converted = {soft[2, 5]/time_unit*1e-12:.3f} 1/ps")
print(f"central rate at zero depth = {contact_rate/milli:.5f} mHa")
print(f"hbar*rate/temperature: central = {soft[2, 5]/temperature:.4f}, "
      f"ceiling = {ceiling_rate/temperature:.4f}, "
      f"central at zero depth = {contact_rate/temperature:.4f}")
print("all assertions hold")
```

Output:

```
eps_s = 12.0; eps_inf = 4.0 (dimensionless)
mass = 0.20 electron masses; depth = 30.0 bohr
temperature = 1.000 mHa
temperature converted = 315.8 K
lattice test: q = 0.050 1/bohr, depth = 30.0 bohr
lattice w_LO = 2.23607 mHa
lattice w_SO = 1.41421 mHa
formula w_SO = 1.41421 mHa
LST ratio from lattice = 5.00000 (dimensionless)
eps_0/eps_inf = 5.00000 (dimensionless)
lattice A|M|^2 = 2.764004e-04 Ha^2 bohr^2
formula A|M|^2 = 2.764976e-04 Ha^2 bohr^2
two-mode inputs w_TO = 1, 2 mHa; plasma = 4, 3 mHa
two-mode eps_0 = 22.250 (dimensionless)
two-mode w_SO = 1.3404, 2.1831 mHa
two-mode C = 0.020536, 0.012720 (dimensionless)
two-mode C sum = 0.033256; static formula = 0.033303
two-mode frequency product ratio = 2.14063; static formula = 2.14062
soft route: w_TO, plasma, w_SO, w_SO*C, rate in mHa; eps_0, C dimensionless
w_TO=4.00 plasma=4.0 eps_0=5.0 w_SO=4.1231 C=0.003676 w_SO*C=0.01516 rate=0.00239
w_TO=2.00 plasma=4.0 eps_0=8.0 w_SO=2.2361 C=0.012500 w_SO*C=0.02795 rate=0.04193
w_TO=1.00 plasma=4.0 eps_0=20.0 w_SO=1.4142 C=0.031250 w_SO*C=0.04419 rate=0.19739
w_TO=0.50 plasma=4.0 eps_0=68.0 w_SO=1.1180 C=0.050000 w_SO*C=0.05590 rate=0.38935
w_TO=0.25 plasma=4.0 eps_0=260.0 w_SO=1.0308 C=0.058824 w_SO*C=0.06063 rate=0.48598
soft route mobilities in same order = 88935.7, 5073.7, 1077.7, 546.3, 437.7 cm^2/(V s)
charge route: w_TO, plasma, w_SO, w_SO*C, rate in mHa; eps_0, C dimensionless
w_TO=1.00 plasma=1.0 eps_0=5.0 w_SO=1.0308 C=0.003676 w_SO*C=0.00379 rate=0.03037
w_TO=1.00 plasma=2.0 eps_0=8.0 w_SO=1.1180 C=0.012500 w_SO*C=0.01398 rate=0.09734
w_TO=1.00 plasma=4.0 eps_0=20.0 w_SO=1.4142 C=0.031250 w_SO*C=0.04419 rate=0.19739
w_TO=1.00 plasma=8.0 eps_0=68.0 w_SO=2.2361 C=0.050000 w_SO*C=0.11180 rate=0.16770
w_TO=1.00 plasma=16.0 eps_0=260.0 w_SO=4.1231 C=0.058824 w_SO*C=0.24254 rate=0.03827
charge route mobilities in same order = 7003.4, 2185.4, 1077.7, 1268.4, 5558.5 cm^2/(V s)
soft eps_0 5 to 20: ratios eps_0=4.000, C=8.500, rate/C=9.709, rate=82.527
soft eps_0 20 to 260: ratios eps_0=13.000, C=1.882, rate/C=1.308, rate=2.462
soft eps_0 5 to 260: ratios eps_0=52.000, C=16.000, rate/C=12.699, rate=203.182
soft/charge rate ratio at eps_0=260 = 12.699
central C / ceiling C = 0.5000 (dimensionless)
ceiling w_SO = 1.0000 mHa; ceiling C = 0.062500
ceiling rate = 0.52708 mHa
ceiling rate converted = 21.790 1/ps
mobility at ceiling = 403.6 cm^2/(V s)
central rate / ceiling rate = 0.3745
central rate converted = 8.160 1/ps
central rate at zero depth = 1.49396 mHa
hbar*rate/temperature: central = 0.1974, ceiling = 0.5271, central at zero depth = 1.4940
all assertions hold
```
